# AO-direct evaluation of the closed-shell CCSD particle ladder, part 2

The particle ladder of closed-shell CCSD, \(R_{ij}^{ab}=\sum_{cd}(ac|bd)\,\tau_{ij}^{cd}\), is built either from AO integrals recomputed in each iteration (AO or direct route) or from stored \((ac|bd)\) (MO route). Hartree atomic units and chemists' notation are used; a "word" is one stored floating-point number. There are \(N\) real AOs \(\mu,\nu,\lambda,\sigma\), \(o\) active occupied orbitals \(i,j,k,l\) and \(v\) virtuals \(a,b,c,d\). The square coefficient matrix \(C\) satisfies \(C^TSC=1\), with \(S\) the AO overlap; \(C_v\) is its virtual columns. Amplitudes are \(t_i^a\) and \(t_{ij}^{ab}=t_{ji}^{ba}\) (pair symmetry), and \(\tau_{ij}^{ab}=t_{ij}^{ab}+t_i^at_j^b\).

**(a)** The three steps are

\[\tau_{ij}^{\lambda\sigma}=\sum_{cd}C_{\lambda c}\,\tau_{ij}^{cd}\,C_{\sigma d},\qquad X_{ij}^{\mu\nu}=\sum_{\lambda\sigma}(\mu\lambda|\nu\sigma)\,\tau_{ij}^{\lambda\sigma},\qquad R_{ij}^{ab}=\sum_{\mu\nu}C_{\mu a}X_{ij}^{\mu\nu}C_{\nu b}.\]

The first and last, the outer transformations, cost \(o^2vN(v+N)\) multiply-adds each.

**(c)** To supply further CCSD terms, the middle step takes, in place of \(\tau_{ij}^{\lambda\sigma}\),

\[\Theta_{ij}^{\lambda\sigma}=\Lambda^h_{\lambda i}\Lambda^h_{\sigma j}+\sum_{cd}C_{\lambda c}t_{ij}^{cd}C_{\sigma d},\]

with \(\Lambda^h_{\mu i}=C_{\mu i}+\sum_cC_{\mu c}t_i^c\). In the output, `Lp` is \(\Lambda^p_{\mu a}=C_{\mu a}-\sum_kC_{\mu k}t_k^a\), `Lp Lp X` is \(\sum_{\mu\nu}\Lambda^p_{\mu a}\Lambda^p_{\nu b}X_{ij}^{\mu\nu}\), and `hole ladder` is \(\sum_{kl}t_{kl}^{ab}\sum_{\mu\nu}C_{\mu k}C_{\nu l}X_{ij}^{\mu\nu}\). `K build` is an SCF exchange build, which gives the same \(X\).

**(d)** With \(\Theta^{\pm\,\lambda\sigma}=\Theta^{\lambda\sigma}\pm\Theta^{\sigma\lambda}\), \(X=X^++X^-\) and \(g^{\pm\,\mu\nu}_{\lambda\sigma}=(\mu\lambda|\nu\sigma)\pm(\mu\sigma|\nu\lambda)\), the packed contraction over \(\mu\ge\nu\), \(i\ge j\) is

\[X^{\pm\,\mu\nu}_{ij}=\tfrac12\sum_{\lambda\ge\sigma}\big(1-\tfrac12\delta_{\lambda\sigma}\big)\,g^{\pm\,\mu\nu}_{\lambda\sigma}\,\Theta_{ij}^{\pm\,\lambda\sigma}.\]

\(\Theta^\pm\) and \(X^\pm\) hold \(\tfrac12No(No+1)\) words each. The multiply-adds, with \(n=N\) (AO) or \(n=v\) (MO), are

\[W(n)=\frac{n^2}{4}\big[o^2(n^2+1)+2no\big].\]

The example is the Ca atom at RHF-CCSD/def2-TZVP with 1s2s2p frozen: \(N=36\), \(n_{\rm core}=5\), \(o=5\), \(v=26\), \(W(36)=10\,622\,340\). "The program" is the one that produced the output listed under "Computed values".

## (e) Memory, repeated integrals and parallel work

The rows \(\mu\ge\nu\) are processed by shell pairs \(P\ge Q\), with all \(\lambda,\sigma\) in each batch. Find the memory, the number of times each distinct integral is computed per iteration, and the limits on distributing the work.

**Solution.** A batch holds \(d_Pd_QN^2\le d^2N^2\) words, with \(d\) the largest shell size. The memory of the contraction is \(No(No+1)\) words for \(\Theta^\pm\) and \(X^\pm\) together, plus \(k\,d^2N^2\), where \(k\) counts the temporary copies made in reordering the batch and depends on the code. Without point-group symmetry or a factorization of the integrals, the least the MO route can store is the set of distinct integrals, \(M_v(M_v+1)/2\approx v^4/8\) with \(M_v=v(v+1)/2\). The direct route saves memory when \(o^2N^2+kd^2N^2<v^4/8\).

For Ca in def2-TZVP it does not. The packed arrays take \(180\cdot181=32\,580\) words and one d-d batch takes \(25\cdot36^2=32\,400\), together \(64\,980\), more than the \(61\,776\) distinct four-virtual integrals. As a larger probe the program uses an uncontracted 10s8p6d basis with exponents \(0.03\cdot3^k\) bohr\(^{-2}\), \(N=64\), \(o=5\), \(v=54\), and measures the peak of the array allocations, which excludes the internal workspace of the integral code. It asserts \(1\le k\le4\), with an allowance of \(2N^2\) words for index arrays. The measured total is \(335\,563\) words, so \(k=(335\,563-2\cdot51\,360)/102\,400=2.27\), and the \(1\,103\,355\) distinct integrals are 3.29 times as many.

For real AOs an integral is unchanged by swapping within either pair and by swapping the pairs, which gives 8 orderings when all four indices differ. A pair swap exchanges the first and third positions, so the orderings fall into 4 couples, and one member of each has \(\mu>\nu\). The integral \((pq|rs)\) is therefore computed four times, once for each row \(\{pr\},\{ps\},\{qr\},\{qs\}\). For \((pq|pr)\) the couple \((pq|pr),(pr|pq)\) has \(\mu=\nu\) and both members are computed, which gives \(2+3=5\). The mean is the number computed, \(N^2M\) with \(M=N(N+1)/2\), over the number distinct, \(M(M+1)/2\):

\[\bar m=\frac{2N^2}{M+1}\to4 .\]

For \(N=36\), \(\bar m=2592/667=3.886\). The program enumerates all quartets, asserts the 4 and the mean, and finds a maximum of 5. Its actual count is higher, \(921\,456/222\,111=4.15\), because diagonal blocks \(P=Q\) are computed whole. The count is then \(N^2\sum_{P\ge Q}d_Pd_Q=N^2(N^2+\sum_Pd_P^2)/2\), and six s, five p and three d shells give \(1296\cdot(1296+6+45+75)/2=921\,456\).

The factor 4 belongs to this batching and not to the AO-direct idea. Four distinct indices define three integrals and six rows. An algorithm that computes the three together and updates all six rows repeats nothing, and does \(6\cdot o^2\cdot N^4/24=o^2N^4/4\) multiply-adds, the same work. It gives up large matrix products with private output rows. This variant follows from counting and is not implemented in the program.

In the row-batched form each computed integral feeds \(W/(N^4/2)\approx o^2/2\) multiply-adds. Integral generation is a minor cost only if one integral costs well below that. For Ca the figure is \(10\,622\,340/921\,456=11.5\).

Each row of \(X^\pm\) is written by exactly one batch (the program asserts this for \(X^+\), and the rows of \(X^-\) are the subset \(\mu>\nu\) of the same rows), so processes that share out the batches need no summation during the contraction. Each one reads all columns \(\lambda\sigma\), that is the whole of \(\Theta^\pm\), about \(o^2N^2/2\) words whatever the number of processes. It can hold this array, or it can take \(\Theta^\pm\) in column blocks and accumulate the contribution of each block in its own rows of \(X^\pm\). This repeats no further integrals if the blocks consist of whole shell pairs. The blocks are either received, so that all of \(\Theta^\pm\) is sent to every process in each iteration, or formed locally from the amplitudes. Local forming needs access to about \(o^2v^2/2\) words of amplitudes and repeats the first outer transformation on every process. With blocks of single shell pairs of size \(d\) it costs about \(o^2N^2v^2/(2d)\), which is of sixth order and, for the model of (g), about a quarter of \(W(N)\) on every process, unless the half-transformed amplitudes \(\sum_cC_{\lambda c}t_{ij}^{cd}\) are kept from block to block. The final transformation sums over rows, so \(X\) is redistributed once, or partial results of size about \(o^2v^2/2\) are summed. Sharing out the pairs \(ij\) over \(p\) processes instead cuts the memory for \(\Theta^\pm\) and \(X^\pm\) per process by \(p\), though not the batch buffers, but every process needs every integral. If each process computes all of them itself, the multiply-adds per computed integral fall to \(o^2/(2p)\) and integral time does not shrink with \(p\). Otherwise integrals must be sent between processes in each iteration.

## (f) Precision

Bound the change of \(R\) caused by an error \(\Delta_{\mu\nu,\lambda\sigma}\) in the AO integrals. Then bound the rounding error of the three steps of (a) in arithmetic with unit roundoff \(u_r\), and compare with contracting MO integrals that were transformed in double precision and then rounded.

**Solution.** Let \(s_{\min}\) be the lowest eigenvalue of \(S\). For square \(C\), \(C^TSC=1\) gives \(CC^T=S^{-1}\), so \(\|C\|_2^2=1/s_{\min}\). The matrix \(C_vC_v^T\) is \(S^{-1}\) minus the positive semidefinite occupied part, so \(\|C_v\|_2^2\le1/s_{\min}\). Written as vectors over index pairs, the three steps are \(R_{ij}=(C_v\otimes C_v)^T\,G\,(C_v\otimes C_v)\,\tau_{ij}\) with \(G_{\mu\nu,\lambda\sigma}=(\mu\lambda|\nu\sigma)\). The singular values of a Kronecker product are products of singular values, so \(\|C_v\otimes C_v\|_2=\|C_v\|_2^2\). Summing squares over \(ij\),

\[\|\delta R\|_F\le\|C_v\|_2^4\,\|\Delta\|_2\,\|\tau\|_F\le s_{\min}^{-2}\,\|\Delta\|_2\,\|\tau\|_F .\]

Matrix products are associative, so MO integrals made from the same faulty AO integrals give the same \(\delta R\), and this error does not distinguish the routes. For Ca, dropping all integrals below \(10^{-4}\) Eh gives the bound \(23.8^2\times9.238\times10^{-4}\times0.328=0.172\) Eh. The actual change is \(9.1\times10^{-5}\) Eh, or \(4.7\times10^{-4}\) of \(\|R\|=0.193\) Eh. The bound holds and is about 1900 times too large. It is reached only if \(\tau\), the leading direction of \(\Delta\) and the leading directions of \(C_v\otimes C_v\) all line up.

For rounding, assume each stored input and each operation carries a factor \(1+\delta\) with \(|\delta|\le u_r\), and no underflow. A product of \(n\) such factors lies between \((1-u_r)^n\ge1-nu_r\) and \((1+u_r)^n\le e^{nu_r}\le1/(1-nu_r)\), so it equals \(1+\theta\) with \(|\theta|\le\gamma_n=nu_r/(1-nu_r)\). In an inner product of length \(m\) a term passes through one multiplication and at most \(m-1\) additions, in any order of summation. In the unpacked AO chain a term \(C\,C\,g\,C\,C\,\tau\) has six rounded inputs and passes through inner products of lengths \(v,v,N^2,N,N\). In the MO route it has two inputs and one inner product of length \(v^2\). Bounding each term by its absolute value,

\[\frac{\|\delta R\|_F}{\|R\|_F}\le\gamma_n\kappa,\qquad n_{\rm AO}=6+2v+2N+N^2,\qquad n_{\rm MO}=2+v^2,\]

where \(\kappa\|R\|_F\) is the norm of the same chain evaluated with the absolute values of all elements. It measures cancellation. Since \(\|\,|C_v|\,\|_2\le\|C_v\|_F\le\sqrt v\,\|C_v\|_2\), one has \(\kappa_{\rm AO}\le v^2s_{\min}^{-2}\|\,|G|\,\|_2\|\tau\|_F/\|R\|_F\). The quantity \(\kappa_{\rm MO}\) involves only integrals over normalized orbitals, in which the large coefficients of opposite sign have already cancelled in double precision.

The program runs both routes in single precision, \(u_r=5.96\times10^{-8}\), with MP2 amplitudes. It uses def2-TZVP and the same basis with an added s and p shell at 1.05 times the most diffuse exponents (0.02676 and 0.02693 bohr\(^{-2}\)). Errors are relative to \(\|R\|_F\).

| basis | \(s_{\min}\) | \(\kappa_{\rm AO}\) | \(\kappa_{\rm MO}\) | AO error | MO error |
|---|---|---|---|---|---|
| def2-TZVP | \(4.19\times10^{-2}\) | 672 | 1.54 | \(1.2\times10^{-6}\) | \(1.8\times10^{-7}\) |
| near-dependent | \(6.87\times10^{-5}\) | \(5.1\times10^{7}\) | 1.47 | \(3.6\times10^{-2}\) | \(1.5\times10^{-7}\) |

The program asserts the bounds, and that the AO error grows while the MO error does not grow tenfold. In def2-TZVP \(n_{\rm AO}=6+52+72+1296=1426\), so the bound is \(1426\times5.96\times10^{-8}\times672\approx0.06\), far above the error. In the near-dependent basis (\(N=40\), \(v=30\), \(n_{\rm AO}=1746\)) it is about \(5\times10^3\) and says nothing. Between these two bases the error grows by about as much as \(\kappa\): \(\kappa_{\rm AO}\) grows by \(5.11\times10^7/672=7.6\times10^4\) and the error by \(3.1\times10^4\), with error\(/(u_r\kappa)\) equal to 0.029 and 0.012. The bound is pessimistic in several ways. It gives every rounding error its largest possible size and lets all errors add with the same sign. In addition, \(\kappa_{\rm AO}\) takes absolute values inside \(\tau_{ij}^{\lambda\sigma}\) too, where the actual sum is completed, with any cancellation, before it meets the rounded integrals. The program does not separate these effects. Meanwhile \(s_{\min}\) falls by a factor of 609, so both growths lie between \(609\) and \(609^2=3.7\times10^5\). The power \(s_{\min}^{-2}\) enters the upper bound on \(\kappa_{\rm AO}\). It does not limit the ratio of the actual errors in two bases, since the bound can be loose by different amounts in each, and two bases do not fix a law. In double precision the two routes differ by \(1.3\times10^{-15}\) and \(1.1\times10^{-10}\), a growth of similar size. In this example single precision leaves the stored-MO ladder good to about \(2\times10^{-7}\) in both bases, and the AO-direct ladder wrong by a few percent in the near-dependent one. The tabulated AO error is one realization of rounding: it, and the growth factor derived from it, can change by about a factor of two with details such as the order of the matrix products, the packing of (d) or the choice of orbitals within degenerate shells.

## (g) A large case

Evaluate storage, work and integral counts for the round model \(o=40\), \(v=750\), \(N=800\) at 8 bytes per word, with f shells (\(d=7\)) and no screening.

**Solution.** With \(M_v=750\cdot751/2\), the distinct four-virtual integrals number \(3.966\times10^{10}\), or 317 GB, and the full \(v^4\) array takes 2531 GB. The \(ov^3\) array takes \(8\cdot40\cdot750^3\) bytes \(=135\) GB. The direct route holds \(\frac12\cdot32\,000\cdot32\,001\) words \(=4.10\) GB for \(\Theta^\pm\), 8.19 GB with \(X^\pm\), and \(8\cdot49\cdot800^2\) bytes \(=0.251\) GB per f-f buffer. With \(k=4\) the contraction needs \(8.19+1.00=9.2\) GB, about 1/34 of 317 GB.

The work is \(W(800)=1.639\times10^{14}\) against \(W(750)=1.266\times10^{14}\) multiply-adds, a ratio of \(1.29=(800/750)^4\). Each outer transformation costs \(1600\cdot750\cdot800\cdot1550=1.488\times10^{12}\) without pair symmetry, so the two together add \(2.98\times10^{12}/1.639\times10^{14}=1.8\%\). Counted by functions, \(N^2M\), each iteration computes \(2.051\times10^{11}\) integrals, 3.995 times the \(5.133\times10^{10}\) distinct ones, and each feeds \(1.639\times10^{14}/2.051\times10^{11}=799\) multiply-adds, close to \(o^2/2=800\). Computing diagonal shell blocks whole, as in (e), raises the count by the factor \((N^2+\sum_Pd_P^2)/(N^2+N)\le807/801\), less than 1%, because \(\sum_Pd_P^2\le7N\). If one integral, with its reordering, takes the time of \(c\) multiply-adds, the AO-direct ladder costs about \(1.29\,(1+c/800)\) times the MO contraction, leaving out the 1.8% for the outer transformations and with the time to build and read the stored MO integrals counted as zero. Every row-parallel process holds the 4.10 GB of \(\Theta^\pm\), receives it in blocks in each iteration, or forms the blocks from the amplitudes, which take 3.60 GB when packed by pair symmetry. A split over pairs among \(p\) processes replaces \(c\) by \(pc\) if each process computes all integrals itself.

## Computed values

```
Ca def2-TZVP: N=36 core=5 o=5 v=26 shells=14
RHF energy: -676.74580095 Eh
random amplitudes, rel. error: ladder 8.6e-15, dressed 8.8e-15, K build 2.3e-15
CCSD correlation energy: -0.22178078 Eh
max|t1| 0.05153, max|t2| 0.10169, norm tau 0.32804
norms: ladder R 0.19285, Lp Lp X 0.56277, hole ladder 0.16696 Eh
max residual from X: singles 1.3e-10, doubles 1.1e-10 Eh
max doubles residual with Cv in place of Lp: 4.038e-03 Eh
multiply-adds: AO 10622340, MO 2904265, ratio 3.6575, (N/v)^4 3.6755
AO work / (o^2 N^4/4): 1.0119
integrals per pass 921456, unique 222111, ratio 4.1486
multiplicity by function: mean 3.8861, max 5
words: unique vvvv 61776, packed theta plus X 32580
drop |g|<1e-04 Eh: |Delta|_2 9.238e-04, |dR| 9.101e-05, bound 1.716e-01 Eh
fp32 unit roundoff u: 5.960e-08 
def2-TZVP: N=36 s_min 4.187e-02, 1/s_min 23.88, |Cv|^2 23.8
  fp32 rel. error AO 1.18e-06, MO 1.80e-07; kappa AO 672, MO 1.54
  error/(u kappa) AO 0.0294, MO 1.96; fp64 AO-MO 1.3e-15
most diffuse exponents s 0.02676, p 0.02693 bohr^-2; added at factor 1.05
near-dependent: N=40 s_min 6.874e-05, 1/s_min 1.455e+04, |Cv|^2 1.455e+04
  fp32 rel. error AO 3.64e-02, MO 1.53e-07; kappa AO 5.11e+07, MO 1.47
  error/(u kappa) AO 0.012, MO 1.75; fp64 AO-MO 1.1e-10
growth of fp32 error: AO 3.09e+04, MO 0.853
probe 10s8p6d: N=64 o=5 v=54, packed X 51360 words, largest batch 102400 words
  measured peak plus theta 335563 words, buffers 2.27 batches
  unique vvvv 1103355 words, ratio 3.29
model: o=40 v=750 N=800, 8 bytes per word
  unique vvvv 3.966e+10 words = 317.3 GB; full v^4 2531 GB
  o v^3 135.0 GB; packed theta 4.10 GB; theta plus X 8.19 GB
  f-f batch (d=7) 0.251 GB
  multiply-adds AO 1.639e+14, MO 1.266e+14, ratio 1.2945
  (N/v)^4 1.2945; one outer transform 1.488e+12 multiply-adds
  integrals per iteration 2.051e+11, unique 5.133e+10, ratio 3.9950
  multiply-adds per computed integral 799.1
```
